# Two-photon decay of hydrogen 2s from a discretised p spectrum

## Problem

A hydrogen atom in the 2s state cannot reach 1s by emitting one electric-dipole photon, because both states have even parity. It can emit two. Find the rate $A$ of this decay and the energy distribution of the photons. Treat the electron non-relativistically, the nucleus as infinitely heavy, and both photons in the dipole approximation.

Atomic units are used ($\hbar=m_e=e=1$, $c=1/\alpha$), and rates are converted to s$^{-1}$. The photon frequencies satisfy

$$\omega_1+\omega_2=\Delta=E_{2s}-E_{1s}=\tfrac38 ,$$

which is 10.204 eV.

## A tempting solution

Second-order perturbation theory takes the atom from 2s to 1s through intermediate $np$ states. With $a_n=E_n-E_{2s}$ and radial integrals $\langle 1s|r|np\rangle$, $\langle np|r|2s\rangle$, it gives

$$A=\frac12\int_0^\Delta\phi\,d\omega_1,\qquad \phi=\frac{8\alpha^6}{27\pi}\,\omega_1^3\omega_2^3\,S_L^2, \tag{1}$$

$$S_L=\sum_n\langle 1s|r|np\rangle\langle np|r|2s\rangle\left[\frac1{a_n+\omega_1}+\frac1{a_n+\omega_2}\right]. \tag{2}$$

These formulas are correct and are derived below. The argument then continues: "The atom has too little energy to ionise, so the intermediate states are the bound ones, $n=2,3,\dots$"

The first term uses $u_{2p}=r^2e^{-r/2}/(2\sqrt6)$, $u_{1s}=2re^{-r}$ and $u_{2s}=(r-r^2/2)e^{-r/2}/\sqrt2$, where $u=rR$:

$$\langle1s|r|2p\rangle=\frac1{\sqrt6}\int_0^\infty r^4e^{-3r/2}dr=\frac{1}{\sqrt6}\,\frac{4!}{(3/2)^5}=1.2903,$$

$$\langle2p|r|2s\rangle=\frac1{2\sqrt{12}}\int_0^\infty\left(r^4-\frac{r^5}2\right)e^{-r}dr=\frac{24-60}{2\sqrt{12}}=-5.1962 .$$

With 2p alone the rate is 16.36 s$^{-1}$. Including every bound $np$ state lowers it to 10.01 s$^{-1}$. The series converges well: at fixed $r$ the functions $u_{np}$ shrink as $n^{-3/2}$ for large $n$, so the products in (2) fall as $n^{-3}$. The answer would be 10.01 s$^{-1}$.

## Where it fails

Convergence of the bound series shows that the bound states have been summed, not that they are all the states needed. The energy argument is also unsound. The 3p state lies above 2s and is just as unreachable by a real transition as the continuum, yet it was included. Energy is conserved between the initial and final states; the intermediate states arise from inserting a complete set, $\sum_n|n\rangle\langle n|=1$, and completeness requires the continuum.

A second form of the calculation exposes the omission. Coupling the electron to the field through its momentum must give the same rate as coupling through its position. With bound states alone the momentum form gives 1.45 s$^{-1}$, against 10.01 s$^{-1}$. The same truncation has produced two incompatible answers.

## Right solution

**The amplitude.** The electron has charge $-1$, so the coupling is $\mathbf r\cdot\mathbf E$. Emission into a mode of a box of volume $V$, with real polarisation vector $\boldsymbol\epsilon$, brings a field factor of magnitude $\sqrt{2\pi\omega/V}$. After photon 1 has been emitted the total energy is $E_n+\omega_1$, and the perturbation denominator is $E_{2s}-E_n-\omega_1=-(a_n+\omega_1)$. The other emission order has $\omega_2$ in its place. The common sign does not affect the rate.

For a $p_z$ intermediate state each dipole element has the angular factor

$$\int Y_{00}\cos\theta\,Y_{10}\,d\Omega=\frac{\sqrt3}{4\pi}\cdot\frac{4\pi}{3}=\frac1{\sqrt3}.$$

Summed over the three p orientations, the product of elements for Cartesian directions $i,j$ is therefore $\delta_{ij}/3$ times the radial product. Hence

$$|M|^2=\left(\frac{2\pi}{V}\right)^2\omega_1\omega_2\,\frac{S_L^2}{9}\,(\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2)^2 .$$

**The rate.** The golden rule is $2\pi\sum|M|^2\delta(\Delta-\omega_1-\omega_2)$. Each photon contributes $V\omega^2d\omega\,d\Omega/[(2\pi)^3c^3]$ modes. Summing freely over both photons counts each pair twice, hence a factor $\frac12$.

For each photon $\sum_\lambda\epsilon_i\epsilon_j=\delta_{ij}-\hat k_i\hat k_j$. Contracting the two tensors gives $3-1-1+\cos^2\theta=1+\cos^2\theta$, where $\theta$ is the angle between the photons. The integral over both directions is

$$4\pi\cdot2\pi\int_{-1}^1(1+x^2)\,dx=8\pi^2\cdot\frac83=\frac{64\pi^2}{3}.$$

Collecting factors, with $V$ cancelling,

$$A=\frac12\int_0^\Delta d\omega_1\;\frac{2\pi(2\pi)^2}{(2\pi)^6c^6}\,\omega_1^3\omega_2^3\,\frac{S_L^2}{9}\,\frac{64\pi^2}{3}.$$

The numerical factor is $64\pi^2/(27\cdot8\pi^3)=8/(27\pi)$, which is equation (1). The function $\phi$ counts photons, so its integral is $2A$.

**The velocity form.** With the coupling $\mathbf A\cdot\mathbf p/c$ the field factor is $\sqrt{2\pi/(\omega V)}$. The term in $\mathbf A^2$ contributes nothing, since in the dipole approximation it is proportional to $\langle1s|2s\rangle=0$. Define

$$D_{ns}=\int_0^\infty R_{np}\,\frac{dR_{s}}{dr}\,r^2dr .$$

Since $p_z=-i\partial_z$, the element $\langle np|p_z|2s\rangle$ is $-iD_{n,2s}/\sqrt3$, and $\langle1s|p_z|np\rangle$ is $+iD_{n,1s}/\sqrt3$. Their product is $D_{n,1s}D_{n,2s}/3$. Replacing $\omega_1\omega_2$ in $|M|^2$ by $1/(\omega_1\omega_2)$ gives

$$\phi=\frac{8\alpha^6}{27\pi}\,\omega_1\omega_2\,S_V^2,\quad S_V=\sum_nD_{n,1s}D_{n,2s}\left[\frac1{a_n+\omega_1}+\frac1{a_n+\omega_2}\right]. \tag{3}$$

**Why the forms agree.** From $\mathbf p=i[H,\mathbf r]$,

$$\langle n|p_z|2s\rangle=ia_n\langle n|z|2s\rangle,\qquad \langle1s|p_z|n\rangle=-i(a_n+\Delta)\langle1s|z|n\rangle .$$

Each momentum product is thus $a_n(a_n+\Delta)$ times the position product. Because $\Delta=\omega_1+\omega_2$,

$$a_n(a_n+\Delta)=(a_n+\omega_1)(a_n+\omega_2)-\omega_1\omega_2 .$$

Multiplying by the bracket in (3) gives $(2a_n+\Delta)-\omega_1\omega_2[\dots]$. Since $2a_n+\Delta=2E_n-E_{1s}-E_{2s}$, the first part sums over a complete set to

$$\sum_n\langle1s|z|n\rangle\langle n|z|2s\rangle(2a_n+\Delta)=\langle1s|\,2zHz-Hz^2-z^2H\,|2s\rangle=\langle1s|[z,[H,z]]|2s\rangle .$$

Here $[H,z]=-ip_z$ and $[z,-ip_z]=1$, so the sum is $\langle1s|2s\rangle=0$. Therefore

$$S_V=-\omega_1\omega_2S_L, \tag{4}$$

and (1) and (3) coincide. Completeness entered when the sum over $n$ was removed; this is the step that a bound-only sum cannot make.

**Discretising the p states.** Continuum waves need not be constructed one by one. The sum in (2) contains

$$\langle g_1|(h-E_{2s}+\omega)^{-1}|g_2\rangle,$$

where $h$ is the radial p Hamiltonian, $g_1=ru_{1s}$ and $g_2=ru_{2s}$. The function $\chi$ solving $(h-E_{2s}+\omega)\chi=g_2$ decays exponentially, because $g_2$ does and $E_{2s}-\omega$ lies below the ionisation threshold. A basis of localised functions can represent it:

$$u_k=N_kr^2e^{-\lambda r}L_k^{(4)}(2\lambda r),\qquad N_k^2=(2\lambda)^5\frac{k!}{(k+4)!}.$$

These are orthonormal, since the Laguerre polynomials $L_k^{(4)}$ are orthogonal with weight $x^4e^{-x}$ and norm $(k+4)!/k!$. After integrating the kinetic term by parts, the matrix to diagonalise is

$$h_{kl}=\int_0^\infty\left[\tfrac12u_k'u_l'+\frac{u_ku_l}{r^2}-\frac{u_ku_l}{r}\right]dr .$$

Its eigenvectors, called pseudostates, replace the $np$ states in (2) and (3). By the variational principle the lowest eigenvalue is not below $E_{2p}=E_{2s}$. Every $a_n$ is then non-negative and no denominator vanishes for $0<\omega_1<\Delta$.

## Numbers

With $\lambda=0.75$ the rates in s$^{-1}$ are:

| functions | length | velocity |
|---|---|---|
| 2 | 8.5983 | 9.0773 |
| 3 | 8.0497 | 8.2846 |
| 4 | 8.2385 | 8.2385 |
| 6 | 8.2294 | 8.2294 |
| 8 | 8.2294 | 8.2294 |

The result is $A=8.229$ s$^{-1}$, a lifetime of 0.1215 s. The row with four functions carries a warning. The two forms differ there by less than $3\times10^{-5}$ s$^{-1}$, yet both are 0.009 s$^{-1}$ too high. This close agreement is particular to $\lambda=0.75$; with four functions and $\lambda=0.6$ the two forms differ by about 0.009 s$^{-1}$. Disagreement reveals an incomplete basis, but agreement at one basis size does not measure the remaining error; the basis must also be enlarged.

With 30 functions, 7 pseudostates lie below threshold and 23 above. The lowest three reproduce $-1/(2n^2)$ to the eight decimals printed. The fourth, $-0.019999$ hartree, is slightly above the 5p energy $-0.02$. The higher pseudostates together stand for the remaining bound states and the continuum. Dividing them at zero energy does not separate the two exactly, since a pseudostate near threshold can represent parts of both. As a test, $S_L$ and $S_V$ were also computed from true bound states plus an integral over Coulomb waves. At four photon energies they agree with the pseudostate sums within one part in $10^5$.

At equal photon energies, $\omega_1=\omega_2=0.1875$, that explicit sum divides as follows (atomic units):

| form | 2p | other bound | continuum | total |
|---|---|---|---|---|
| length | $-71.514$ | $17.984$ | $6.408$ | $-47.122$ |
| velocity | $0$ | $0.660$ | $0.997$ | $1.657$ |

The totals obey (4): $0.1875^2\times47.122=1.657$. The parts do not correspond. In the length form the continuum cancels part of the 2p term, so leaving it out makes the rate too large. In the velocity form it supplies 60% of the amplitude at this photon energy, and about half near the ends of the spectrum, so leaving it out makes the rate far too small. The 2p entry vanishes there because $a_{2p}=0$; directly, $D_{2p,2s}\propto\int_0^\infty(-r^3+r^4/4)e^{-r}dr=-6+6=0$. The share of one intermediate state thus depends on the form used, while the rate obtained from the complete sum does not.

## The spectrum

Let $y=\omega_1/\Delta$, and let $\phi_y=\Delta\,\phi$ be the number of photons per second per unit $y$. At the centre, (1) gives

$$\phi_y=\frac{8\alpha^6}{27\pi}(0.1875)^6(47.122)^2(0.375)=5.153\times10^{-16}\ \text{a.u.}$$

Division by the atomic unit of time, $2.4189\times10^{-17}$ s, gives 21.30 s$^{-1}$. Other values are:

| $y$ | 0.01 | 0.05 | 0.10 | 0.20 | 0.30 | 0.40 | 0.50 |
|---|---|---|---|---|---|---|---|
| $\phi_y$ (s$^{-1}$) | 1.85 | 7.52 | 12.13 | 17.24 | 19.75 | 20.94 | 21.30 |

The curve is symmetric under $y\to1-y$, since each photon of energy $\omega_1$ has a partner of energy $\omega_2$. It is a broad hump with its maximum at 5.10 eV. It falls to half its height at $y=0.081$ and $0.919$, and 62% of the photons lie in the middle half of the range, where a flat spectrum would put 50%.

Near $y=0$ the 2p term dominates the length form: $S_L\to m/\omega_1$ with $m=1.2903\times(-5.1962)=-6.704$. The factor $\omega_1^3$ against $1/\omega_1^2$ leaves a linear rise,

$$\phi_y\to\frac{8\alpha^6}{27\pi}\Delta^5m^2\,y ,$$

with slope 196.3 s$^{-1}$. At $y=0.01$ this predicts 1.96 s$^{-1}$, 6% above the full value. In the velocity form the same law comes from the states other than 2p: by (4), $S_V\to-\Delta m$, a constant, and the prefactor $\omega_1\omega_2$ supplies the linear rise. The law assumes that 2s and 2p are degenerate. It therefore holds only while $\omega_1$ is large compared with the splittings that relativity and the Lamb shift produce between them.

## Finite nuclear mass

For a nucleus of finite mass the electron mass is replaced by the reduced mass $\mu$, in units of $m_e$. The dipole moment of the neutral atom is still the charge times the relative coordinate. Energies scale as $\mu$ and lengths as $\mu^{-1}$, so $S_L$, a length squared over an energy, scales as $\mu^{-3}$. The six frequency factors and $d\omega_1$ give $\mu^7$, hence

$$A\propto\mu^7(\mu^{-3})^2=\mu .$$

For a proton $\mu=0.999456$, and the rate becomes 8.225 s$^{-1}$. The value 8.229 s$^{-1}$ therefore belongs to the infinitely heavy nucleus. Both leave out relativistic and radiative corrections and any other decay channel. Relativistic corrections in hydrogen are typically of relative order $\alpha^2\approx5\times10^{-5}$, which here means about $4\times10^{-4}$ s$^{-1}$. The fourth decimal in the convergence table therefore tests the numerical method, not the physical rate. The values behind the tables are in the numerical output below.

## Values computed for the example and the checks

```
fine-structure constant = 0.007297353
atomic unit of time = 2.41888433e-17 s
transition energy = 0.375 hartree = 10.2043 eV
basis exponent lambda = 0.75 1/bohr
basis size, length rate, velocity rate (1/s):
   2  8.598293  9.077300
   3  8.049673  8.284617
   4  8.238485  8.238509
   6  8.229397  8.229405
   8  8.229352  8.229352
  12  8.229352  8.229352
  30  8.229352  8.229352
pseudostates below / above threshold (N=30): 7 / 23
lowest pseudostate energies (hartree): -0.12500000 -0.05555556 -0.03125000 -0.01999908
<1s|r|2p> = 1.290266 bohr, <2p|r|2s> = -5.196152 bohr
amplitude at y=0.5 (a.u.): 2p, other bound, continuum, total
  length: -71.51381 17.98430 6.40758 -47.12193
  velocity: 0.00000 0.65987 0.99676 1.65663
rate with 2p only, length = 16.3550 1/s
rate with bound states only, length = 10.0135 1/s
rate with bound states only, velocity = 1.4542 1/s
photon spectrum per unit y (1/s):
  y=0.01  energy=0.1020 eV  phi=1.8512
  y=0.05  energy=0.5102 eV  phi=7.5222
  y=0.10  energy=1.0204 eV  phi=12.1262
  y=0.20  energy=2.0409 eV  phi=17.2402
  y=0.30  energy=3.0613 eV  phi=19.7454
  y=0.40  energy=4.0817 eV  phi=20.9440
  y=0.50  energy=5.1021 eV  phi=21.3029
initial slope of phi(y) = 196.260 1/s
half maximum at y = 0.08146 and 0.91854
fraction of photons with 0.25 < y < 0.75 = 0.62265
polarisation and direction sum = 210.55156
rate from SI golden rule = 8.229352 1/s
rate, infinite nuclear mass = 8.22935 1/s
lifetime, infinite nuclear mass = 0.121516 s
reduced-mass factor for a proton = 0.99945568
rate with proton mass = 8.22487 1/s
```
